\section*{Umklapp threshold and thermal activation for a circular Fermi surface, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: inequalities for momentum and energy}

\subsection{The decision that depends on the result}

A transport calculation for a clean two-dimensional conductor has to settle early whether collisions between electrons may be treated as conserving total momentum. If they may, only impurities, phonons and boundaries degrade the current, and where the collisions are frequent enough the electrons flow like a viscous fluid. If they may not, the collision term itself produces a resistance. The difference lies in the umklapp collisions, in which the lattice takes up a reciprocal vector $\mathbf G$. For a circular Fermi surface of radius $k_F$ the decision rests on comparing $k_F$ with $G/4$. Above this value the umklapp rate falls as a power of the temperature. Below it the rate of two-electron collisions is activated, and at low enough temperature their umklapp term can be dropped. Only two-electron collisions are treated here. Three electrons can transfer $\mathbf G$ at the Fermi level once $6k_F>G$, so for $G/6<k_F<G/4$ a contribution of higher order in the interaction remains. It falls only as a power of the temperature and eventually exceeds the activated one on cooling. In general $N$ electrons can transfer $\mathbf G$ at the Fermi level once $2Nk_F>G$, so below $G/6$ the same holds with more electrons, at still higher order.

\subsection{Setting and conventions}

Electrons with two spin states occupy one isotropic band. I use atomic units, so $\hbar=1$, and $T$ denotes $k_B$ times the temperature. Where a definite band is needed it is parabolic, $\varepsilon(k)=k^2/2m$. The shortest reciprocal vectors have length $G$, and $k_F<G/2$, so that the Fermi circle fits inside the first zone. All wavevectors are reduced to that zone. An umklapp collision then satisfies
\begin{align}
\mathbf k_1+\mathbf k_2&=\mathbf k_3+\mathbf k_4+\mathbf G, \label{mom}\\
\varepsilon_1+\varepsilon_2&=\varepsilon_3+\varepsilon_4\equiv E. \label{en}
\end{align}
Let two electrons of opposite spin interact through a contact interaction of strength $U$. On an area $A$ the matrix element is $U\lambda/A$, where the dimensionless $\lambda$ is the overlap of the four Bloch functions. The golden rule gives $2\pi\sum(U\lambda/A)^2\delta(\varepsilon_1+\varepsilon_2-\varepsilon_3-\varepsilon_4)$ times the occupation factors. Momentum conservation leaves three free sums, each equal to $A/(2\pi)^2$ times an integral. With $\lambda$ taken as constant, the number of collisions per area and time for one vector $\mathbf G$ is
\begin{equation}
R=\frac{2\pi U^2\lambda^2}{(2\pi)^6}\,I, \label{rate}
\end{equation}
\begin{equation}
\begin{split}
I=\int\! d^2k_1\,d^2k_2\,d^2k_3\,d^2k_4\;&\delta^2(\mathbf k_1+\mathbf k_2-\mathbf k_3-\mathbf k_4-\mathbf G)\\
\times\;&\delta(\varepsilon_1+\varepsilon_2-\varepsilon_3-\varepsilon_4)\,f_1f_2(1-f_3)(1-f_4).
\end{split}\label{I}
\end{equation}
Here $f=1/(e^{(\varepsilon-\mu)/T}+1)$. Labels 1 and 3 carry one spin and labels 2 and 4 the other, so no collision is counted twice.

This equilibrium rate also controls the loss of momentum. Let the electrons drift with a small velocity $\mathbf u$, so that $\varepsilon$ is replaced by $\varepsilon-\mathbf u\cdot\mathbf k$ in $f$. Since $f/(1-f)=e^{-(\varepsilon-\mathbf u\cdot\mathbf k-\mu)/T}$, the ratio of a collision's weight to that of its reverse is
\begin{equation}
\frac{f_1f_2(1-f_3)(1-f_4)}{f_3f_4(1-f_1)(1-f_2)}
=e^{\mathbf u\cdot(\mathbf k_1+\mathbf k_2-\mathbf k_3-\mathbf k_4)/T}=e^{\mathbf u\cdot\mathbf G/T},
\end{equation}
because the energies cancel by (\ref{en}). To first order in $\mathbf u$ the net rate is $R\,\mathbf u\cdot\mathbf G/T$, and each net collision removes momentum $\mathbf G$. The reverse of a $\mathbf G$ collision is a $-\mathbf G$ collision, so a sum over all $\mathbf G$ counts each pair twice. The momentum lost per area and time is therefore
\begin{equation}
\mathbf F=\frac{1}{2T}\sum_{\mathbf G}\mathbf G\,(\mathbf u\cdot\mathbf G)\,R_{\mathbf G}. \label{drag}
\end{equation}
The drag has the same exponential factor as $R$. Equation (\ref{drag}) assumes that momentum-conserving collisions are frequent enough to keep the drifting form of $f$.

\subsection{All four states on the Fermi circle}

At $T=0$ the equilibrium rate vanishes for every $k_F$, because no electron has an empty state below it. The meaningful question about zero temperature concerns the limit: as $T\to0$, can a collision take place among states that all lie at the Fermi level? Let $\hat{\mathbf g}=\mathbf G/G$. Projecting (\ref{mom}) on $\hat{\mathbf g}$ gives
\begin{equation}
G=\hat{\mathbf g}\cdot(\mathbf k_1+\mathbf k_2-\mathbf k_3-\mathbf k_4)\le k_1+k_2+k_3+k_4=4k_F. \label{tri}
\end{equation}
Hence $k_F\ge G/4$ is necessary. Equality requires each vector to contribute its full length, so at $k_F=G/4$ the one allowed configuration is
\begin{equation}
\mathbf k_1=\mathbf k_2=\tfrac14\mathbf G,\qquad \mathbf k_3=\mathbf k_4=-\tfrac14\mathbf G. \label{opt}
\end{equation}
A single point has no phase space.

For $k_F>G/4$ there is phase space. Two vectors of length $k_F$ can be chosen with any sum $\mathbf P$ for which $0<P<2k_F$. Take $\mathbf P=\mathbf k_1+\mathbf k_2$ close to $\mathbf G/2$. The final pair must then have the sum $\mathbf P-\mathbf G$, close to $-\mathbf G/2$. Both lengths are close to $G/2$, which is less than $2k_F$, so both pairs exist. They still exist when $\mathbf P$ is moved a little in any direction, and so the allowed configurations fill a region. The threshold is therefore strict: umklapp among Fermi-level states has weight only for $k_F>G/4$.

For a Fermi line that is not a circle but is symmetric under inversion, the same projection gives $G\le4\max(\mathbf k\cdot\hat{\mathbf g})$. The largest extent of the line along $\mathbf G$ then replaces $k_F$ in the necessary condition.

\subsection{The least energy of an umklapp collision}

For $k_F<G/4$ the four states cannot all lie at the Fermi level. To find what the collision costs, let $\varepsilon(k)$ be any increasing, convex function of $k$. For two vectors, the triangle inequality followed by convexity gives
\begin{equation}
\varepsilon\!\left(\tfrac12|\mathbf k_1+\mathbf k_2|\right)\le
\varepsilon\!\left(\tfrac12(k_1+k_2)\right)\le
\tfrac12\left[\varepsilon(k_1)+\varepsilon(k_2)\right]. \label{conv}
\end{equation}
The first step uses that $\varepsilon$ increases, the second that it is convex. Write $P=|\mathbf k_1+\mathbf k_2|$ and $P'=|\mathbf k_3+\mathbf k_4|$. Applied to both pairs, (\ref{conv}) yields
\begin{equation}
E\ge2\varepsilon(P/2),\qquad E\ge2\varepsilon(P'/2).
\end{equation}
Momentum conservation requires $P+P'\ge G$, so the larger of $P$ and $P'$ is at least $G/2$. Therefore
\begin{equation}
E\ge E_0\equiv2\varepsilon(G/4),\qquad\text{and for the parabola}\qquad E_0=\frac{G^2}{16m}. \label{E0}
\end{equation}
Equality forces $P=P'=G/2$, with the initial sum along $\mathbf G$ and the final sum opposite to it. If $\varepsilon$ is strictly convex the members of each pair must also be equal, which is configuration (\ref{opt}) again. The cheapest collision above the Fermi level is thus the one that first becomes possible on the Fermi circle.

Parabolic energies are doubtful near the zone boundary, but this does not touch the minimum. On the face $k_x=G/2$ a single electron has at least the energy $\varepsilon(G/2)=4\varepsilon(G/4)=2E_0$, twice what the optimal pair needs. This margin holds for a weak lattice potential, because the gap at the face lowers that energy. With energies measured from the band bottom, the ratio is $1.94$ for the potential of the example below, about $1.4$ when its strength $V$ equals $E_0$, and close to one for $V$ several times $E_0$. Longer reciprocal vectors have a larger $E_0$ and are exponentially weaker at low $T$.

\subsection{From the least energy to the rate}

The energy $E$ is not yet the thermal cost, because the electrons start from a filled Fermi sea. An upper bound follows from $f\le e^{-(\varepsilon-\mu)/T}$ and $1-f\le1$, both valid at any energy:
\begin{equation}
f_1f_2(1-f_3)(1-f_4)\le e^{-(E-2\mu)/T}. \label{weight}
\end{equation}
With fixed density $n$ and a parabolic band, the density of states is $m/\pi$ and
\begin{equation}
n=\frac m\pi\int_0^\infty\! f\,d\varepsilon=\frac{mT}{\pi}\ln\!\left(1+e^{\mu/T}\right)=\frac{m\varepsilon_F}{\pi},
\end{equation}
which gives
\begin{equation}
\mu=\varepsilon_F+T\ln\!\left(1-e^{-\varepsilon_F/T}\right)\le\varepsilon_F. \label{mu}
\end{equation}
So $\mu$ may be replaced by $\varepsilon_F$ in (\ref{weight}). Define
\begin{equation}
E_a=E_0-2\varepsilon_F=2\left[\varepsilon(G/4)-\varepsilon_F\right]=\frac{G^2-16k_F^2}{16m}, \label{Ea}
\end{equation}
the last form being for the parabola. Choose a fixed temperature $T_0\ge T$. Since $E\ge E_0$, we have $e^{-(E-E_0)/T}\le e^{-(E-E_0)/T_0}$, and
\begin{equation}
I\le K\,e^{-E_a/T}. \label{upper}
\end{equation}
Here $K$ is the integral (\ref{I}) with the occupation factors replaced by $e^{-(E-E_0)/T_0}$. It is finite, since this weight is Gaussian in $\mathbf k_1$ and $\mathbf k_2$ and the final pair is confined by its energy. It does not depend on $T$.

An upper bound alone would allow a still smaller rate, so a lower bound is needed. Take a small $\eta>0$ and keep only collisions with $E_0<E<E_0+\eta$. They have phase space: for $\mathbf P$ near $\mathbf G/2$ both $2\varepsilon(P/2)$ and $2\varepsilon(P'/2)$ lie below $E$, and moving the members of a pair apart at fixed sum raises their energy continuously until it equals $E$. As $\eta\to0$ the four states approach (\ref{opt}), whose energies $\varepsilon(G/4)$ exceed $\mu$. For small $\eta$ all four energies are then above $\mu$, where
\begin{equation}
f\ge\tfrac12e^{-(\varepsilon-\mu)/T},\qquad 1-f\ge\tfrac12,
\end{equation}
because $1+e^x\le2e^x$ for $x\ge0$. With $c_\eta$ the phase space of this region, which does not depend on $T$,
\begin{equation}
I\ge\frac{c_\eta}{16}\,e^{-(E_0+\eta-2\mu)/T}
=\frac{c_\eta}{16}\left(1-e^{-\varepsilon_F/T}\right)^2e^{-(E_a+\eta)/T}. \label{lower}
\end{equation}
The second form uses (\ref{mu}), and its bracket tends to one as $T\to0$. From (\ref{upper}) and (\ref{lower}) the limit of $-T\ln I$ lies between $E_a$ and $E_a+\eta$ for every small $\eta$. Hence
\begin{equation}
\lim_{T\to0}\left(-T\ln I\right)=E_a. \label{limit}
\end{equation}
The factor of two in $E_a$ has a plain origin: two electrons have to be raised from the Fermi level to $\varepsilon(G/4)$. The final states cost nothing more, because at those energies they are nearly empty.

\subsection{What the lattice has to supply}

A threshold in phase space says nothing about the strength of the process. Free electrons conserve their total momentum, so $\lambda=0$ for them. Let a weak square lattice potential be $2V(\cos Gx+\cos Gy)$, which couples plane waves differing by a shortest reciprocal vector with strength $V$. To first order a Bloch state $\mathbf k$ contains the plane wave $\mathbf k+\mathbf g$ with amplitude $V/[\varepsilon(\mathbf k)-\varepsilon(\mathbf k+\mathbf g)]$.

The contact interaction conserves the sum of the plane-wave momenta. In configuration (\ref{opt}) the missing $\mathbf G$ must therefore come from one of four admixtures: either initial state shifted by $-\mathbf G$, or either final state shifted by $+\mathbf G$. Each leads from wavenumber $G/4$ to $3G/4$, where the energy is nine times larger. Each amplitude is $V/[\varepsilon(G/4)-9\varepsilon(G/4)]$, and the four add:
\begin{equation}
\lambda=4\left(-\frac{V}{8\varepsilon(G/4)}\right)=-\frac{V}{2\varepsilon(G/4)}=-\frac{V}{E_0}. \label{lam}
\end{equation}
The signs agree, so there is no cancellation. Two electrons of equal spin cannot both occupy $\mathbf G/4$, which is why opposite spins carry the process at the optimum.

\subsection{Threshold and activation energy in a germanium well}

In a crystal with a square cell of period $L$, $G=2\pi/L$. With $n=k_F^2/2\pi$ the threshold density is
\begin{equation}
n_c=\frac{(G/4)^2}{2\pi}=\frac{\pi}{8L^2}, \label{nc}
\end{equation}
that is, $\pi/8\approx0.393$ carriers per cell. For holes in a germanium quantum well the atomic period of about $0.40$ nm would require $2.5\times10^{14}\ \mathrm{cm^{-2}}$, far more than such a well holds. An artificial lattice imposed on the well brings the threshold within reach. For $L=20$ nm one has $G/4=0.0785\ \mathrm{nm^{-1}}$ and $n_c=9.8\times10^{10}\ \mathrm{cm^{-2}}$.

Take $n=5\times10^{10}\ \mathrm{cm^{-2}}$ and a hole mass of $0.06$ electron masses. Then $k_F=0.05605\ \mathrm{nm^{-1}}$ and $\varepsilon_F=0.001995$ eV, and
\begin{align}
\varepsilon(G/4)&=\varepsilon_F\left(\frac{0.07854}{0.05605}\right)^2=0.003917\ \mathrm{eV},\\
E_a&=2(0.003917-0.001995)\ \mathrm{eV}=0.003844\ \mathrm{eV},
\end{align}
or $44.6$ K. For $V=0.0005$ eV, (\ref{lam}) gives $\lambda=-0.0005/0.007834=-0.064$, and diagonalization in plane waves gives the same value to the digits shown.

\section{Second derivation: counting the collisions}

\subsection{Symbols and results carried over}

Two electrons $\mathbf k_1,\mathbf k_2$ scatter into $\mathbf k_3,\mathbf k_4$ and give $\mathbf G$ to the lattice; $E$ is the energy of each pair and $\mathbf P=\mathbf k_1+\mathbf k_2$. The band is $\varepsilon=k^2/2m$, with Fermi energy $\varepsilon_F$ and chemical potential $\mu$. The thermal phase space $I$ of (\ref{I}) fixes the collision rate $R$ per area and per reciprocal vector through (\ref{rate}). Inequalities gave the threshold $k_F>G/4$, the least pair energy $E_0=G^2/16m$ and the activation energy $E_a=E_0-2\varepsilon_F$, but no prefactor. The integral $I$ is now evaluated, and both results follow again from the overlap of two discs.

\subsection{Separating the two pairs}

The delta functions in (\ref{I}) can be split by introducing $E$ and $\mathbf P$ as variables:
\begin{align}
\delta(\varepsilon_1+\varepsilon_2-\varepsilon_3-\varepsilon_4)&=\int\! dE\;\delta(E-\varepsilon_1-\varepsilon_2)\,\delta(E-\varepsilon_3-\varepsilon_4),\\
\delta^2(\mathbf k_1+\mathbf k_2-\mathbf k_3-\mathbf k_4-\mathbf G)&=\int\! d^2P\;\delta^2(\mathbf P-\mathbf k_1-\mathbf k_2)\,\delta^2(\mathbf P-\mathbf G-\mathbf k_3-\mathbf k_4).
\end{align}
At given $E$ and $\mathbf P$ the initial and final pairs are then independent. The final pair has total momentum $\mathbf P-\mathbf G$.

Inequalities have fixed the threshold $k_F>G/4$ for two-electron umklapp at the Fermi level and the activation energy $E_a$ below it, and the integral $I$ has been separated into independent initial and final pairs. It remains to evaluate $I$ on both sides of the threshold, to find where the activated law holds, and to estimate the rates in the germanium well.
